**Two Bloch-sum conventions: spectra, Berry connections and interpolation**

The program compares tight-binding Hamiltonians built with the phases $e^{i\mathbf k\cdot\mathbf R}$ (I) and $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j)}$ (II), where $\mathbf R$ is a lattice vector and $\boldsymbol\tau_j$ the position of orbital $j$ in its cell. With $U=\mathrm{diag}(e^{i\mathbf k\cdot\boldsymbol\tau_j})$ and eigenvectors $C$ linked by $C^{\rm II}=U^\dagger C^{\rm I}$, the results under test are $H^{\rm II}=U^\dagger H^{\rm I}U$ and $\mathbf A^{\rm II}=\mathbf A^{\rm I}+\sum_j\boldsymbol\tau_j|C_j|^2$, where $\mathbf A=iC^\dagger\nabla_{\mathbf k}C$. For a two-orbital chain it asserts that both matrices and their spectra agree with a finite ring of 12 cells, and that the connections from separate diagonalizations differ by the weighted position. It also asserts that $A^{\rm II}$ matches the connection of cell-periodic functions built from narrow Gaussians, and that its zone average is the centre of an explicitly summed Wannier function. At $ka=\pi/2$ the output shows $A^{\rm I}=-0.8333$ Å, $A^{\rm II}=1.3333$ Å and a weighted position of 2.1667 Å. Fourier interpolation is accurate to rounding for $H^{\rm I}$, but leaves errors above 1.3 eV for $H^{\rm II}$ with both 9 and 33 points. On a square lattice the two Berry curvatures differ by the curl of the weighted position, while both Chern numbers equal 1.

## Numerical verification

```python
"""Two Bloch-sum conventions for a tight-binding Hamiltonian.

Result under test: with U(k) = diag(exp(i k.tau_j)),
    H_II(k) = U(k)^dagger H_I(k) U(k)            (equal eigenvalues)
    A_II(k) = A_I(k) + sum_j tau_j |C_j(k)|^2     (naive Berry connections)
Convention I uses phases exp(i k.R), convention II exp(i k.(R + tau_j)).
R: lattice vector, tau_j: orbital position in the cell, C: eigenvector,
A = i C^dagger dC/dk, with the phases linked by C_II = U^dagger C_I.
Chain: lengths in angstrom, energies in eV. Square lattice: lattice constant 1.
"""
import numpy as np
from scipy.constants import physical_constants

BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def hamiltonian(k, model, second):
    """Sum hoppings i -> j in cell R with the phase of the convention."""
    onsite, tau, hops = model
    h = np.zeros((len(onsite), len(onsite)), dtype=complex)
    for i, j, R, amplitude in hops:
        distance = R + tau[j] - tau[i] if second else R
        h[i, j] += amplitude * np.exp(1j * np.dot(k, distance))
    return h + h.conj().T + np.diag(onsite)


def lower_state(k, model, second):
    """Lowest eigenvector; phase fixed through the first orbital."""
    c = np.linalg.eigh(hamiltonian(k, model, second))[1][:, 0]
    c = c * np.exp(-1j * np.angle(c[0]))
    if second:
        c = c * np.exp(-1j * np.dot(k, model[1][0]))
    return c


def connection(k, model, second, step=1e-5):
    c = lower_state(k, model, second)
    dc = (lower_state(k + step, model, second)
          - lower_state(k - step, model, second)) / (2 * step)
    value = 1j * np.vdot(c, dc)
    assert abs(value.imag) < 1e-7
    return value.real


def mean_tau(k, model):
    weights = abs(lower_state(k, model, False))**2
    return weights @ np.asarray(model[1])


# ---------- chain: parameters and the chosen k ----------
a, delta, t1, t2 = 5.0, 2.0, -2.0, -1.0
tau = np.array([0.5, 2.5])
onsite = np.array([delta, -delta])
chain = (onsite, tau, [(0, 1, 0.0, t1), (0, 1, -a, t2)])
G = 2 * np.pi / a
k0 = np.pi / (2 * a)

# ---------- Bloch sums and spectrum from a finite ring ----------
cells = 12
ring = np.zeros((2 * cells, 2 * cells))
for m in range(cells):
    ring[2*m, 2*m], ring[2*m+1, 2*m+1] = onsite
    for target, amplitude in ((m, t1), ((m - 1) % cells, t2)):
        ring[2*m, 2*target+1] += amplitude
        ring[2*target+1, 2*m] += amplitude
ring_levels = np.linalg.eigvalsh(ring)
spectrum_error = 0.0
for second in (False, True):
    levels = []
    for n in range(cells):
        k = G * n / cells
        sums = np.zeros((2 * cells, 2), dtype=complex)
        for m in range(cells):
            for j in range(2):
                x = m * a + (tau[j] if second else 0.0)
                sums[2*m+j, j] = np.exp(1j * k * x) / np.sqrt(cells)
        h = hamiltonian(k, chain, second)
        assert np.allclose(sums.conj().T @ ring @ sums, h, atol=1e-11)
        levels.extend(np.linalg.eigvalsh(h))
    error = np.max(abs(np.sort(levels) - ring_levels))
    spectrum_error = max(spectrum_error, error)
assert spectrum_error < 1e-11

# ---------- unitary relation and periodicity ----------
H1, H2 = (hamiltonian(k0, chain, s) for s in (False, True))
H1G, H2G = (hamiltonian(k0 + G, chain, s) for s in (False, True))
U, UG = np.diag(np.exp(1j * k0 * tau)), np.diag(np.exp(1j * G * tau))
assert np.allclose(H2, U.conj().T @ H1 @ U, atol=1e-12)
assert np.allclose(H2G, UG.conj().T @ H2 @ UG, atol=1e-12)
change1, change2 = np.max(abs(H1G - H1)), np.max(abs(H2G - H2))
assert change1 < 1e-12 and change2 > 0.1
coincident = (onsite, np.array([0.5, 0.5]), chain[2])
assert np.allclose(hamiltonian(k0 + G, coincident, True),
                   hamiltonian(k0, coincident, True), atol=1e-12)

# ---------- connections at k0 ----------
C1, C2 = (lower_state(k0, chain, s) for s in (False, True))
assert np.allclose(C2, U.conj().T @ C1, atol=1e-12)
weights = abs(C1)**2
A1, A2 = (connection(k0, chain, s) for s in (False, True))
tau_average = mean_tau(k0, chain)
for k in np.linspace(-3.0, 3.0, 31):
    difference = connection(k, chain, True) - connection(k, chain, False)
    assert abs(difference - mean_tau(k, chain)) < 1e-6

# Hand formula for the two-orbital chain against the numerical derivative.
f = t1 + t2 * np.exp(-1j * k0 * a)
slope = ((-1j * a * t2 * np.exp(-1j * k0 * a)) / f).imag
energy = -np.sqrt(delta**2 + abs(f)**2)
weight_B = (1 - delta / energy) / 2
assert abs(energy - np.linalg.eigvalsh(H1)[0]) < 1e-12
assert abs(weight_B - weights[1]) < 1e-12
assert abs(weight_B * slope - A1) < 1e-6

# ---------- physical connection from cell-periodic functions ----------
sigma = 0.2
x = np.arange(800) * a / 800


def periodic_part(k):
    c = lower_state(k, chain, False)
    u = np.zeros(len(x), dtype=complex)
    for n in range(-3, 4):
        for j in range(2):
            orbital = np.exp(-(x - n*a - tau[j])**2 / (2 * sigma**2))
            orbital /= (np.pi * sigma**2)**0.25
            u += c[j] * np.exp(1j * k * (n*a - x)) * orbital
    return u


du = (periodic_part(k0 + 1e-5) - periodic_part(k0 - 1e-5)) / 2e-5
norm = np.vdot(periodic_part(k0), periodic_part(k0)).real * a / 800
A_space = (1j * np.vdot(periodic_part(k0), du)).real * a / 800
assert abs(norm - 1) < 1e-8 and abs(A_space - A2) < 1e-6

# ---------- another home cell for B, and another origin ----------
moved = (onsite, tau - np.array([0.0, a]),
         [(0, 1, a, t1), (0, 1, 0.0, t2)])
B1, B2 = (connection(k0, moved, s) for s in (False, True))
assert abs(B2 - A2) < 1e-6
assert abs(B1 - A1 - a * weights[1]) < 1e-6
shift = 0.7
shifted = (onsite, tau + shift, chain[2])
assert abs(connection(k0, shifted, True) - A2 - shift) < 1e-6
assert abs(connection(k0, shifted, False) - A1) < 1e-6

# ---------- zone averages, Wannier centre, closed loops ----------
count = 201
mesh = G * np.arange(count) / count
mean1 = np.mean([connection(k, chain, False) for k in mesh])
mean2 = np.mean([connection(k, chain, True) for k in mesh])
mean_position = np.mean([mean_tau(k, chain) for k in mesh])
states = np.array([lower_state(k, chain, False) for k in mesh])
centre = 0.0
for n in range(-(count // 2), count // 2 + 1):
    w = np.exp(1j * mesh * n * a) @ states / count
    centre += np.sum((n * a + tau) * abs(w)**2)
assert abs(centre - mean2) < 1e-6
assert abs(mean2 - mean1 - mean_position) < 1e-6


def loop_phase(second, closing):
    points = G * np.arange(2000) / 2000
    c = [lower_state(k, chain, second) for k in points]
    c.append(closing @ c[0])
    product = 1.0
    for left, right in zip(c[:-1], c[1:]):
        product *= np.vdot(left, right)
    return -np.angle(product)


phase1 = loop_phase(False, np.eye(2))
phase2 = loop_phase(True, UG.conj().T)
phase_bad = loop_phase(True, np.eye(2))
assert abs(np.exp(1j*phase1) - np.exp(1j*G*mean1)) < 1e-4
assert abs(np.exp(1j*phase2) - np.exp(1j*G*mean2)) < 1e-4
assert abs(np.exp(1j*phase_bad) - np.exp(1j*G*mean2)) > 0.1


# ---------- lattice Fourier interpolation ----------
def interpolation_error(size, second):
    ks = G * np.arange(size) / size
    samples = np.array([hamiltonian(k, chain, second) for k in ks])
    ns = np.arange(-(size // 2), size // 2 + 1)
    coefficients = [np.tensordot(np.exp(-1j * ks * n * a), samples, 1)
                    / size for n in ns]
    worst = 0.0
    for k in np.linspace(0, G, 1001):
        h = np.tensordot(np.exp(1j * k * ns * a), coefficients, 1)
        exact = np.linalg.eigvalsh(hamiltonian(k, chain, False))[0]
        worst = max(worst, abs(np.linalg.eigvalsh(h)[0] - exact))
    return worst


errors = {(n, s): interpolation_error(n, s)
          for n in (9, 33) for s in (False, True)}
for n in (9, 33):
    assert errors[n, False] < 1e-11 and errors[n, True] > 0.5

# ---------- curvature and Chern number on a square lattice ----------
ex, ey = np.eye(2)
tau2d = np.array([[0.1, 0.2], [0.4, 0.6]])
square = (np.array([-1.0, 1.0]), tau2d,
          [(0, 0, ex, 0.5), (0, 0, ey, 0.5),
           (1, 1, ex, -0.5), (1, 1, ey, -0.5),
           (0, 1, ex, -0.5j), (0, 1, -ex, 0.5j),
           (0, 1, ey, -0.5), (0, 1, -ey, 0.5)])


def flux(corners):
    product = 1.0
    for n in range(4):
        product *= np.vdot(corners[n], corners[(n + 1) % 4])
    return -np.angle(product)


q, side = np.array([0.7, 0.4]), 1e-3
offsets = side / 2 * np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
curvature = [flux([lower_state(q + d, square, s) for d in offsets])
             / side**2 for s in (False, True)]
dx = (mean_tau(q + side*ex, square)
      - mean_tau(q - side*ex, square)) / (2 * side)
dy = (mean_tau(q + side*ey, square)
      - mean_tau(q - side*ey, square)) / (2 * side)
curl = dx[1] - dy[0]
assert abs(curl) > 1e-3
assert abs(curvature[1] - curvature[0] - curl) < 1e-5

chern = []
for s in (False, True):
    size = 16
    # The half-step offset keeps mesh points off symmetric momenta.
    grid = 2 * np.pi * (np.arange(size + 1) + 0.5) / size
    c = [[lower_state(np.array([p, r]), square, s) for r in grid]
         for p in grid]
    total = sum(flux([c[i][j], c[i+1][j], c[i+1][j+1], c[i][j+1]])
                for i in range(size) for j in range(size))
    chern.append(total / (2 * np.pi))
assert abs(chern[0] - chern[1]) < 1e-9
assert abs(abs(chern[0]) - 1) < 1e-9

# ---------- output ----------
print(f"lattice constant a = {a:.1f} angstrom")
print(f"tau_A, tau_B = {tau[0]:.1f}, {tau[1]:.1f} angstrom")
print(f"on-site A, B = {onsite[0]:.1f}, {onsite[1]:.1f} eV")
print(f"hoppings t1, t2 = {t1:.1f}, {t2:.1f} eV")
print(f"k = {k0:.6f} 1/angstrom; ka/pi = {k0*a/np.pi:.2f}")
print(f"f = H_I,AB = {f.real:.4f} {f.imag:+.4f} i eV")
print(f"H_II,AB = {H2[0,1].real:.4f} {H2[0,1].imag:+.4f} i eV")
for name, h in (("I", H1), ("II", H2)):
    e = np.linalg.eigvalsh(h)
    print(f"eigenvalues {name}: {e[0]:.6f}, {e[1]:.6f} eV")
print(f"ring of {cells} cells: largest level error {spectrum_error:.1e} eV")
print(f"largest change of H_I under k -> k+G: {change1:.1e} eV")
print(f"largest change of H_II under k -> k+G: {change2:.4f} eV")
print(f"lower-band weights A, B: {weights[0]:.6f}, {weights[1]:.6f}")
print(f"d(arg f)/dk = {slope:.6f} angstrom")
print(f"A_I = {A1:.6f} angstrom")
print(f"A_II = {A2:.6f} angstrom = {A2/BOHR:.6f} bohr")
print(f"A_II - A_I = {A2-A1:.6f} angstrom = {(A2-A1)/BOHR:.6f} bohr")
print(f"weighted orbital position = {tau_average:.6f} angstrom")
print(f"Gaussian orbital width sigma = {sigma:.1f} angstrom")
print(f"A from cell-periodic functions = {A_space:.6f} angstrom")
print(f"B relabelled to tau_B = {moved[1][1]:.1f} angstrom:")
print(f"  A_I = {B1:.6f}, A_II = {B2:.6f} angstrom")
print(f"  weighted position = {mean_tau(k0, moved):.6f} angstrom")
print(f"zone mean of A_I = {mean1:.6f} angstrom")
print(f"zone mean of A_II = {mean2:.6f} angstrom")
print(f"zone mean of weighted position = {mean_position:.6f} angstrom")
print(f"Wannier centre, explicit sum = {centre:.6f} angstrom")
print(f"loop phase I = {phase1:.4f} rad")
print(f"loop phase II, closed with U(G)^dagger = {phase2:.4f} rad")
print(f"loop phase II, closed without it = {phase_bad:.4f} rad")
for n in (9, 33):
    print(f"interpolation from {n} k points, largest lower-band error:")
    print(f"  I {errors[n, False]:.1e} eV, II {errors[n, True]:.4f} eV")
print(f"square lattice, k = ({q[0]:.1f}, {q[1]:.1f}) / lattice constant")
print("curvatures and curl in units of lattice constant squared:")
print(f"  I {curvature[0]:.5f}, II {curvature[1]:.5f}, curl {curl:.5f}")
print(f"Chern numbers I, II: {chern[0]:.6f}, {chern[1]:.6f}")
print("every check passed")
```

Printed output:

```
lattice constant a = 5.0 angstrom
tau_A, tau_B = 0.5, 2.5 angstrom
on-site A, B = 2.0, -2.0 eV
hoppings t1, t2 = -2.0, -1.0 eV
k = 0.314159 1/angstrom; ka/pi = 0.50
f = H_I,AB = -2.0000 +1.0000 i eV
H_II,AB = -2.2058 -0.3666 i eV
eigenvalues I: -3.000000, 3.000000 eV
eigenvalues II: -3.000000, 3.000000 eV
ring of 12 cells: largest level error 3.6e-15 eV
largest change of H_I under k -> k+G: 4.4e-16 eV
largest change of H_II under k -> k+G: 4.2533 eV
lower-band weights A, B: 0.166667, 0.833333
d(arg f)/dk = -1.000000 angstrom
A_I = -0.833333 angstrom
A_II = 1.333333 angstrom = 2.519635 bohr
A_II - A_I = 2.166667 angstrom = 4.094407 bohr
weighted orbital position = 2.166667 angstrom
Gaussian orbital width sigma = 0.2 angstrom
A from cell-periodic functions = 1.333333 angstrom
B relabelled to tau_B = -2.5 angstrom:
  A_I = 3.333333, A_II = 1.333333 angstrom
  weighted position = -2.000000 angstrom
zone mean of A_I = 0.112486 angstrom
zone mean of A_II = 2.306939 angstrom
zone mean of weighted position = 2.194452 angstrom
Wannier centre, explicit sum = 2.306939 angstrom
loop phase I = 0.1414 rad
loop phase II, closed with U(G)^dagger = 2.8990 rad
loop phase II, closed without it = -0.0268 rad
interpolation from 9 k points, largest lower-band error:
  I 5.3e-15 eV, II 1.3535 eV
interpolation from 33 k points, largest lower-band error:
  I 2.0e-14 eV, II 1.3939 eV
square lattice, k = (0.7, 0.4) / lattice constant
curvatures and curl in units of lattice constant squared:
  I 0.46461, II 0.39776, curl -0.06684
Chern numbers I, II: 1.000000, 1.000000
every check passed
```
